# Critical island size on a square lattice: from one to three

**Q:** I deposit atoms on a square-lattice surface and count islands at fixed coverage. A nearest-neighbour bond model says that heating takes the critical size from one to three. Why is two skipped? First, what does "critical size" mean here?

**A:** It is the cluster size whose next growth step limits nucleation. Size 1 means that pairing two adatoms is the bottleneck; size 3 means that adding the fourth atom is.

Let each nearest-neighbour pair lower the energy by $E_b$, and write $b=E_b/kT$. Let $n$ be the adatom density per site. I assume dilute adatoms, immobile clusters, no diagonal attraction, and shapes of one size in equilibrium with each other.

In equilibrium with the adatoms, a particular cluster of $i$ atoms with $B$ bonds has density $n^i e^{bB}$ per site: one factor $n$ per atom, times the Boltzmann factor of the bonds. Summing over shapes and orientations gives

$$n_i=Z_i n^i,\qquad Z_i=\sum_{\rm shapes}e^{bB}.$$

A dimer has one bond and two orientations. A trimer has two bonds and six forms, two straight and four bent. The square tetramer has four bonds and one form. Hence

$$Z_1=1,\quad Z_2=2e^{b},\quad Z_3=6e^{2b},\quad Z_4\simeq e^{4b},$$

the last for large $b$, when open tetramers with three bonds are negligible in the sum.

**Q:** Where do the singly bonded atoms enter?

**A:** Through the competition between losing and gaining an atom. Breaking one bond slows a hop by $e^{-b}$, while the supply of new atoms is proportional to $n$. Apart from numerical factors, gain over loss is

$$y=n e^{b}.$$

A dimer has singly bonded atoms, and so does every trimer, at its ends. Both therefore become unstable when $y$ falls to order one. In the square tetramer each atom has two bonds, so its gain-to-loss ratio is of order $ne^{2b}=ye^{b}$, which is still large.

The populations say the same:

$$\frac{n_2}{n_1}=2y,\qquad \frac{n_3}{n_2}=3y,\qquad \frac{n_4}{n_3}\simeq\frac{ye^b}{6}.$$

For $y\gg1$ the populations rise from the start, so monomers are the scarcest and pairing is the bottleneck. For $y\ll1$, down to a lower limit found below, they fall twice and then rise steeply, so trimers are the scarcest. The second and third atoms each bring one bond, so both steps turn downward together.

**Q:** But $2y$ and $3y$ do not pass through one at the same $y$. Is there no regime for dimers in between?

**A:** There is a narrow window. Dimers are scarcer than monomers if $2y<1$ and scarcer than trimers if $3y>1$, hence for $1/3<y<1/2$. To see whether this matters, we need the nucleation rate.

Let $c_i$ be the actual cluster densities during growth, $D$ the adatom diffusion coefficient in site units, and $\sigma$ a capture number taken equal for all sizes. The net flux from size $i$ to $i+1$ is

$$J=\sigma D n c_i-\delta_{i+1}c_{i+1},$$

where $\delta_{i+1}$ is the loss rate. In equilibrium the two terms cancel, so $\delta_{i+1}n_{i+1}=\sigma D n n_i$. Substituting this for $\delta_{i+1}$,

$$J=\sigma D n n_i\left(\frac{c_i}{n_i}-\frac{c_{i+1}}{n_{i+1}}\right).$$

In steady flow $J$ is the same at every size. Define

$$R_i=\frac{1}{\sigma D n n_i}=\frac{1}{\sigma D Z_i n^{i+1}}.$$

Then $JR_i$ is the difference in the bracket. Summed over $i$, the differences telescope. The first ratio is $c_1/n_1=1$, and the last tends to zero because $n_i$ becomes enormous for large stable clusters. Thus

$$J=\frac{1}{\sum_i R_i}.$$

The growth steps act as resistances in series, and the scarcest equilibrium population gives the largest one.

**Q:** How large can the dimer's share be?

**A:** For large $b$ and $y$ near one, the first three steps dominate, with

$$R_1:R_2:R_3=1:\frac{1}{2y}:\frac{1}{6y^2}.$$

Dividing all three by $R_2$ gives the dimer share

$$w_2=\frac{R_2}{R_1+R_2+R_3}=\frac{1}{1+2y+1/(3y)}.$$

The sum of two positive numbers is at least twice the square root of their product, so $2y+1/(3y)\ge2\sqrt{2/3}=4/\sqrt6$. Equality requires $2y=1/(3y)$, or $y=1/\sqrt6\simeq0.41$. Therefore

$$w_2\le\frac{1}{1+4/\sqrt6}\simeq0.38.$$

Even at its best, the dimer step carries less than half of the resistance.

**Q:** An experiment gives me an exponent, not a resistance. Could the exponent still sit at the value for size two?

**A:** Define an apparent size by $i_{\rm eff}=d\ln J/d\ln n-1$ at fixed temperature. Since $dR_i/d\ln n=-(i+1)R_i$,

$$\frac{d\ln J}{d\ln n}=\frac{\sum_i(i+1)R_i}{\sum_iR_i}\quad\Rightarrow\quad i_{\rm eff}=\sum_i i\,w_i,\qquad w_i=\frac{R_i}{\sum_jR_j}.$$

Differentiating the weights gives $dw_i/d\ln n=-(i-i_{\rm eff})w_i$, so

$$\frac{di_{\rm eff}}{d\ln n}=-\sum_i i(i-i_{\rm eff})w_i=-\sum_i(i-i_{\rm eff})^2w_i.$$

The last step uses $\sum_i(i-i_{\rm eff})w_i=0$. The slope is minus the variance of the size. A plateau needs a small variance, hence one dominant step.

At $y=1/\sqrt6$ we have $R_1=R_3$, so $i_{\rm eff}=2$. The variance there is $w_1+w_3=1-w_2\simeq0.62$. The apparent size passes through two because steps one and three average to two, and it does not stay there. "Skipping two" means the absence of a plateau, not a discontinuous jump.

**Q:** Can you show that the closed square is the cause?

**A:** Change the closure and see what follows. On a triangular lattice the compact trimer has three bonds and each atom has two. The third atom then brings two bonds, and size 2 should have a regime. A network containing every cluster shape separately, with single-atom hops slowed by $e^{-b}$ per broken bond, gives $i_{\rm eff}=2.00$ there at $b=20$, $n=e^{-1.5b}$.

Alternatively, keep the square lattice but delete the closing bond of the square tetramer. The fourth atom then also brings one bond. At $b=20$, $n=e^{-1.25b}$, the series formula gives $i_{\rm eff}=3.98$: the bottleneck moves on to size 4. It stops there because larger clusters keep their bonds in this test, so the fifth atom is the first to bring two. Taking one bond from every cluster that contains a square gives $4.98$ instead. In both cases the bottleneck sits just before the first atom that brings two bonds.

The shape network also tests the equilibrium assumed among shapes. On the square lattice at $b=20$ it gives $1.00$ at $n=e^{-0.75b}$ and $3.04$ at $n=e^{-1.25b}$. With clusters of up to six atoms it crosses two at $y=0.56$ instead of $0.41$, with a slope of magnitude $1.16$. Stopping at five atoms changes these values to $0.55$ and $1.08$; going on to nine atoms they settle near $0.57$ and $1.21$. The plateau is absent in every case.

**Q:** Does size three last until the square itself loses atoms faster than it gains them, at $ne^{2b}\sim1$?

**A:** No, it ends earlier. A fifth atom on a square is again singly bonded. The best clusters of 3, 5 and 7 atoms have 2, 5 and 8 bonds, in 6, 8 and 22 forms. For large $b$,

$$\frac{n_5}{n_3}\simeq\frac{8}{6}n^2e^{3b},\qquad \frac{n_7}{n_5}\simeq\frac{22}{8}n^2e^{3b}.$$

Both fall below one near $n=e^{-3b/2}$. To leading exponential order, size 3 therefore rules for $e^{-3b/2}<n<e^{-b}$, and size 7 takes over just below. The square tetramer is stable relative to the trimer, not unconditionally.

**Q:** How does this reach my island density $N$?

**A:** Once islands capture most of the deposited atoms, the flux $F$ balances capture: $F=\sigma DnN$, so $n=F/(\sigma DN)$. If step $i$ dominates, $dN/dt=J\simeq\sigma DZ_in^{i+1}$. With coverage $\theta=Ft$,

$$\frac{dN}{d\theta}=\frac{\sigma D}{F}Z_i\left(\frac{F}{\sigma DN}\right)^{i+1}=Z_i\left(\frac{F}{\sigma D}\right)^iN^{-(i+1)}.$$

Multiplying by $N^{i+1}$ and integrating from negligible $N$ gives

$$N^{i+2}=(i+2)\,\theta Z_i\left(\frac{F}{\sigma D}\right)^i.$$

At fixed temperature and coverage, $N\propto F^{i/(i+2)}$. The exponent is $1/3$ for $i=1$ and $3/5$ for $i=3$; $i=2$ would give $1/2$.

**Q:** Put numbers on it, for something like iron on iron(001).

**A:** I take rough values: hop barrier 0.45 eV, bond 0.65 eV, hop prefactor $10^{12}$ s$^{-1}$ per direction, $F=0.01$ monolayer/s, $\theta=0.1$ and $\sigma=5$. Integrating the growth equations with the full series of resistances gives:

| $T$ (K) | $N$ (per site) | $y$ | $i_{\rm eff}$ | flux exponent |
|---|---|---|---|---|
| 440 | $4.4\times10^{-4}$ | 18 | 1.03 | 0.34 |
| 520 | $1.9\times10^{-4}$ | 0.50 | 1.88 | 0.46 |
| 560 | $9.8\times10^{-5}$ | 0.16 | 2.51 | 0.55 |
| 650 | $2.4\times10^{-5}$ | 0.029 | 2.93 | 0.59 |
| 700 | $1.2\times10^{-5}$ | 0.014 | 3.13 | 0.61 |

The crossing $i_{\rm eff}=2$ falls at 526 K. There $b=14.34$ and $n=2.42\times10^{-7}$, so $y=2.42\times10^{-7}e^{14.34}\simeq0.41$, as derived. The island density is $1.7\times10^{-4}$ per site, or $2.1\times10^{11}$ cm$^{-2}$ for a site spacing of 0.287 nm.

Heating lowers $y$ mainly through the bond factor. From 440 to 560 K, $n$ falls by a factor of about 3 and $e^b$ by about 40.

The change is gradual: $i_{\rm eff}$ goes from 1.25 at 483 K to 2.75 at 592 K. Dimers are nominally scarcest for about 13 K within that span. An exponent near $1/2$ at one temperature is therefore no evidence for a size-2 regime; you need to see whether it persists on heating.

At 700 K the size exceeds three because the upper end is approaching. With $b=10.8$, $n^2e^{3b}=y^2e^b\simeq9$, so $R_5/R_3\simeq6/(8\times9)\simeq0.08$. Size 5 thus adds about $2\times0.08$ to the mean, and the remaining dimer share takes a little away.

Following all populations up to ten atoms in time, instead of assuming steady flux, changes $N$ by less than 1% at 440, 520 and 650 K.

**Q:** What could spoil this on a real surface?

**A:** Dimer mobility is the main concern. At the crossover, a dimer grows or breaks up at a rate $\sigma D(n+e^{-b}/2)\simeq\sigma D\times5.4\times10^{-7}$. If it migrates with a barrier higher than the adatom's by $\Delta$, and the same prefactor and capture number, islands absorb it at a rate $\sigma DNe^{-\Delta/kT}$. The two rates are equal at

$$\Delta=kT\ln\frac{1.70\times10^{-4}}{5.4\times10^{-7}}\simeq0.26\ {\rm eV}.$$

The barrier difference must be well above this for mobility to be negligible. Pure bond breaking would supply 0.65 eV, but real dimers may move by easier concerted paths. For $\Delta=0.1$ eV, at the densities found above for immobile dimers, migration would remove dimers about 35 times faster than growth and break-up together. The densities then adjust and lower this ratio, but migration still dominates. Near the crossover and below it, the equilibrium populations, and with them the exponents above, would then fail. On further heating, break-up becomes the faster loss and the exponent approaches its immobile-dimer value, but slowly: with dimer migration included in the growth equations, it is still about 0.54 instead of 0.59 at 650 K. I have not calculated the resulting shift in temperature.

Diagonal attraction $E_d$ favours bent trimers and changes the trimer count from 6 to $\zeta=2+4e^{E_d/kT}$. The same minimization gives a maximum dimer share of $1/(1+4/\sqrt\zeta)$. At 526 K, an illustrative 0.05 eV gives 0.48, still no clear regime; a 90% share needs about 0.26 eV if the adatom density is tuned to the optimum $y=1/\sqrt\zeta$. At the flux of the example that optimum is met at a higher temperature: 0.26 eV then gives at most 0.86, near 600 K, and 0.32 eV gives 0.91, near 620 K. "Nearest-neighbour bonds" is thus a real condition, but in this example only a diagonal attraction of roughly half the bond energy would open a clear size-2 regime.

Other corrections are milder in this example. Doubling $\sigma$ lowers the crossover by 11 K. Without shape equilibrium, the network gives $i_{\rm eff}=2.4$ with clusters of up to six atoms, and about $2.5$ with eight, at the density and temperature where the series formula gives 2. By the end of deposition about 10% of the arriving atoms land directly on islands, which the model ignores. Desorption with a rough 3 eV barrier is negligible. Since the barriers themselves are rough, 526 K locates the crossover in this model and does not predict it for a particular iron surface. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Most bonds, square lattice, 1..10 atoms: [0, 1, 2, 4, 5, 7, 8, 10, 12, 13]
Fixed shapes with most bonds, 1..7 atoms: [1, 2, 6, 1, 8, 2, 22]
Bonds of weakest atom, best shape, square, 2..6 atoms: [1, 1, 2, 1, 2]
Same, triangular lattice, 2 and 3 atoms: [1, 2]
Critical sizes met as n falls (large b): [1, 3, 7]
Lattice-gas check of populations, largest relative error: 5.0e-07
Largest dimer share of resistance: formula 0.3798, scan 0.3798
y at i_eff = 2: 0.4082; slope -d(i_eff)/dln n there: 0.6202
All-shape network, b = 20:
  i_eff at n=exp(-0.75b): 1.003; at n=exp(-1.25b): 3.035
  i_eff = 2 at y = 0.564, slope there 1.159
  triangular lattice, i_eff at n=exp(-1.5b): 2.000
Closing bond removed, i_eff at n=exp(-1.25b), b=20: 3.978
Example inputs (rough, iron on iron(001) regime):
  hop barrier 0.45 eV, bond 0.65 eV, prefactor 1e+12 1/s per direction
  flux 0.01 ML/s, coverage 0.1 ML, capture number 5.0, spacing 0.287 nm
T(K)  n(1/site)  N(1/site)  y         i_eff  flux exponent
440   6.52e-07   4.38e-04   1.82e+01  1.028  0.338
480   3.53e-07   3.00e-04   2.36e+00  1.219  0.368
520   2.48e-07   1.85e-04   4.95e-01  1.882  0.463
560   2.29e-07   9.81e-05   1.62e-01  2.513  0.545
600   2.38e-07   5.07e-05   6.85e-02  2.789  0.577
650   2.60e-07   2.37e-05   2.85e-02  2.931  0.592
700   2.88e-07   1.21e-05   1.38e-02  3.128  0.606
N / scaling law: i=1 at 440 K 0.993; i=3 at 650 K 0.977
All-sizes N / steady-flux N at 440, 520, 650 K: [0.991, 0.997, 1.0]
i_eff = 1.25, 2, 2.75 at T = 483, 526, 592 K
Dimers scarcest (1/3<y<1/2) from 519.7 to 532.7 K
At crossover: kT = 0.0453 eV, b = 14.34, n = 2.42e-07 1/site
  N = 1.70e-04 1/site = 2.06e+11 1/cm2
Neglected effects at crossover:
  diagonal attraction 0.05 eV: largest dimer share 0.484
  diagonal attraction for a 90% dimer share: 0.262 eV
  dimer barrier must exceed adatom barrier by 0.261 eV to ignore mobility
  if it exceeds it by 0.1 eV: migration loss / other dimer loss = 34.8
  desorption (3.0 eV) / capture by islands: 4.4e-22
  capture number doubled: crossover moves by -11.3 K
  no shape equilibrium: i_eff 2.430, flux ratio 0.782
  flux landing directly on islands: about 10 %
```
